# Why an anharmonic phonon spectrum is not one shifted Lorentzian

A phonon line fitted by one Lorentzian yields a position and a width, and the width is then used as a scattering rate in a calculation of heat flow. If the anharmonic self-energy varies appreciably with frequency, this reading can fail. Part of the mode's strength may lie far from the fitted line, the line may lean to one side, and the fitted area may even exceed the strength available. The propagator shows when this happens and how large the error is.

Take a diatomic chain of $N$ cells with periodic ends and fixed length. Cell $n$ holds a heavy atom (mass $M$, displacement $u_n$) and a light one (mass $m$, displacement $v_n$). The bond stretches are $R_n=v_n-u_n$ and $L_n=u_{n+1}-v_n$, and the potential energy is

$$V=\sum_n\left[\frac K2(R_n^2+L_n^2)-\frac{bK}{6}(R_n^3+L_n^3)\right].$$

The constant $b>0$ makes a bond softer when stretched. A purely cubic bond has no lowest energy at large stretch, so thermal averages below are understood as expansions in $b$ about the harmonic chain. I set $\hbar=1$. For waves $u_n=ue^{iqn}$, $v_n=ve^{iqn}$ the harmonic equations of motion are

$$(2K-M\omega^2)u=K(1+e^{-iq})v,\qquad (2K-m\omega^2)v=K(1+e^{iq})u .$$

Multiplying them and using $|1+e^{iq}|^2=4\cos^2(q/2)$ gives

$$mM\omega^4-2K(m+M)\omega^2+4K^2\sin^2(q/2)=0 .$$

The sum and product of the roots, with $\mu=mM/(m+M)$, are

$$\omega_a^2+\omega_o^2=\frac{2K}{\mu}\equiv\Omega^2,\qquad \omega_a\omega_o=\frac{2K}{\sqrt{mM}}\,|\sin(q/2)| .$$

Here $a$ and $o$ denote the acoustic and optical branches, and $\Omega$ is the optical frequency at $q=0$.

In that optical mode $R_n=s$ and $L_n=-s$. Its kinetic energy is $N\mu\dot s^2/2$, so the mass-weighted coordinate is $Q_0=\sqrt{N\mu}\,s$. Now add the stretches of all other modes and expand $(s+R_n)^3+(-s+L_n)^3$. The $s^3$ terms cancel. The $s^2$ terms multiply $\sum_n(R_n+L_n)$, which vanishes at fixed length. Apart from terms free of $Q_0$, what remains is linear in it:

$$V_3\supset Q_0B,\qquad B=-\frac{bK}{2\sqrt{N\mu}}\sum_n(R_n^2-L_n^2).$$

To find which phonon pairs enter $B$, write $R_n=N^{-1/2}\sum_{qj}R_{qj}Q_{qj}e^{iqn}$, and likewise for $L_n$. Since normal modes diagonalize the harmonic energy,

$$K(R_{qj}R_{qj'}^*+L_{qj}L_{qj'}^*)=\omega_{qj}^2\delta_{jj'} .$$

Put $v=e^{iq/2}\tilde v$. The equations of motion then have real coefficients, so $u$ and $\tilde v$ can be taken real, and both $|R|^2$ and $|L|^2$ equal $u^2+\tilde v^2-2u\tilde v\cos(q/2)$. Hence $|R_{qj}|^2=|L_{qj}|^2=\omega_{qj}^2/2K$. Pairs from the same branch enter with $|R|^2-|L|^2=0$ and drop out. For an acoustic-optical pair, orthogonality gives $L_aL_o^*=-R_aR_o^*$, so

$$W_q=R_aR_o^*-L_aL_o^*=2R_aR_o^*,\qquad |W_q|^2=\frac{\omega_a^2\omega_o^2}{K^2}.$$

The orders $ao$ and $oa$ contribute equally, which cancels the factor $1/2$ in $B$:

$$B=-\frac{bK}{\sqrt{N\mu}}\sum_qW_qQ_{qa}Q_{-q,o}.$$

Define the retarded propagator $D(t)=-i\theta(t)\langle[Q_0(t),Q_0(0)]\rangle$, and let $\langle\langle X;Y\rangle\rangle$ be the same construction for other operators. Since $\ddot Q_0=-\Omega^2Q_0-B$, and $[P_0,Q_0]=-i$ supplies the term $-\delta(t)$, two time derivatives followed by a Fourier transform give

$$(\omega^2-\Omega^2)D=1+\langle\langle B;Q_0\rangle\rangle .$$

Differentiating with respect to the second time gives $(\omega^2-\Omega^2)\langle\langle B;Q_0\rangle\rangle=\langle\langle B;B\rangle\rangle$, with no equal-time term because $B$ commutes with $Q_0$ and $P_0$. With $D_0=1/(\omega^2-\Omega^2)$, therefore, $D=D_0+D_0\langle\langle B;B\rangle\rangle D_0$. Let $\Pi$ be the part of $\langle\langle B;B\rangle\rangle$ that cannot be split by cutting one $D_0$ line. Summing the repeated parts gives Dyson's equation,

$$D=D_0+D_0\Pi D,\qquad D(\omega)=\frac1{\omega^2-\Omega^2-\Pi(\omega)} .$$

To second order in $b$, $\Pi$ is $\langle\langle B;B\rangle\rangle$ evaluated with harmonic phonons. Let $n_a,n_o$ be the Bose occupations. Creating a pair has statistical weight $(1+n_a)(1+n_o)$ and the reverse process $n_an_o$; the difference is $1+n_a+n_o$, at energy $\omega_+=\omega_o+\omega_a$. Turning an acoustic phonon into an optical one gives $n_a(1+n_o)-n_o(1+n_a)=n_a-n_o$, at energy $\omega_-=\omega_o-\omega_a$. A transition of energy $E$ contributes $1/(\omega-E)-1/(\omega+E)=2E/(\omega^2-E^2)$, and the two coordinates supply $1/(4\omega_a\omega_o)$. Multiplying by $b^2K^2|W_q|^2/(N\mu)$ yields

$$\Pi(\omega)=\frac{b^2}{\mu}\left\langle\frac{\omega_a\omega_o}{2}\left[\frac{(1+n_a+n_o)\omega_+}{\omega^2-\omega_+^2}+\frac{(n_a-n_o)\omega_-}{\omega^2-\omega_-^2}\right]\right\rangle_q ,$$

where the average runs over $q$ and $\omega$ has a small positive imaginary part.

Write $\Pi=\operatorname{Re}\Pi-ig$, with $g\ge0$ for $\omega>0$. The strength function is

$$S(\omega)=-\frac{2\omega}\pi\operatorname{Im}D=\frac{2\omega}{\pi}\,\frac{g(\omega)}{[\omega^2-\Omega^2-\operatorname{Re}\Pi(\omega)]^2+g(\omega)^2}.$$

If $\Pi$ changes by much less than $g$ across a narrow line at $\omega_p$, then $\omega^2-\omega_p^2\simeq2\omega_p(\omega-\omega_p)$, and $S$ is close to a Lorentzian of unit area and half-width $g/2\omega_p$. This is the regime in which the usual fit is justified.

It is still not an identity. For a stable mode, $\Omega^2+\Pi(0)>0$, the spectral representation is $D(\omega)=\int_0^\infty S(E)\,dE/(\omega^2-E^2)$. At large $\omega$, $\Pi\to C/\omega^2$, where $C$ is the $q$ average of the numerators in $\Pi$, prefactors included. Expanding both forms of $D$ in $1/\omega^2$ and comparing coefficients gives

$$\int_0^\infty S\,d\omega=1,\qquad\int_0^\infty\omega^2S\,d\omega=\Omega^2,\qquad\int_0^\infty\omega^4S\,d\omega=\Omega^4+C .$$

A Lorentzian falls as $1/\omega^2$, so its second moment diverges. No choice of position, width and area makes it equal to $S$. The second moment also says where strength must go: if the main line lies below $\Omega$, some strength must lie above $\Omega$ to restore the mean square.

A finite set of pairs makes this transfer explicit. Let $\Pi=\sum_kc_k/(\omega^2-E_k^2)$ with $c_k\ge0$. Consider a symmetric matrix with diagonal entries $\Omega^2,E_1^2,E_2^2,\dots$ and elements $\sqrt{c_k}$ linking the first entry to the others. An eigenvector with eigenvalue $\lambda$ obeys

$$(\lambda-E_k^2)x_k=\sqrt{c_k}\,x_0,\qquad(\lambda-\Omega^2)x_0=\sum_k\sqrt{c_k}\,x_k .$$

Substituting the first relation into the second gives $\lambda-\Omega^2=\Pi$, the pole condition of $D$. Normalization gives the strength of that pole,

$$Z=x_0^2=\frac1{1+\sum_kc_k/(\lambda-E_k^2)^2}=\frac1{1-d\Pi/d\omega^2} .$$

The strengths add to one because the eigenvectors are orthonormal. For one pair with $c\ll(E^2-\Omega^2)^2$, the main pole moves in $\omega^2$ by $-c/(E^2-\Omega^2)$, and a satellite near $E$ takes the strength $c/(E^2-\Omega^2)^2$. This was tested by exact diagonalization of three quantum modes of frequencies 1, 0.6 and 0.9 with cubic energy $0.05\,Q_0Q_1Q_2$. Dyson's equation with the lowest-order $\Pi$ missed the shift by 0.7% of its value and the satellite strength by 1.3%. Both errors were less than 0.4 times those at twice the coupling.

The main line itself can be asymmetric. Let $D$ have a pole at $z=E-iG$. Linearizing the denominator there gives

$$D\simeq\frac{R}{\omega-z},\qquad R=\frac1{2z-\Pi'(z)},$$

$$-\frac1\pi\operatorname{Im}D\simeq\frac1\pi\,\frac{G\operatorname{Re}R-(\omega-E)\operatorname{Im}R}{(\omega-E)^2+G^2}.$$

The second term is odd about $E$. For constant $\Pi$, $R=1/2z$ and its relative size at $|\omega-E|=G$ is only $G/E$; a complex slope $\Pi'$ can make it much larger.

The chain also has a sharp source of satellites. From the sum and product of the roots, $\omega_\pm^2=\Omega^2\pm2\omega_a\omega_o$, so the sum band has its top, $E_+$, at $q=\pi$. With $q=\pi+\delta$, $\omega_+^2\simeq E_+^2-\alpha\delta^2$, where $\alpha=K/(2\sqrt{mM})$. Just above the top put $x=\omega^2-E_+^2>0$. The singular part of $\Pi$ is

$$\Pi\simeq P\int\frac{d\delta}{2\pi}\,\frac1{x+\alpha\delta^2}=\frac{P}{2\sqrt{\alpha x}},\qquad P=\frac{b^2}{\mu}\,\frac{\omega_a\omega_o}2(1+n_a+n_o)\,\omega_+\Big|_{q=\pi}.$$

Thus $\omega^2-\Omega^2-\Pi$ rises from $-\infty$ at the edge to $+\infty$ at high frequency and must cross zero. With this lowest-order $\Pi$, a separate state splits off in the undamped infinite chain for any $b\ne0$. Scattering between the two phonons of a pair, which this $\Pi$ omits, can matter at the same order so close to the edge, and could shift or remove the state. For weak coupling, put $F=E_+^2-\Omega^2$. The crossing $F=P/(2\sqrt{\alpha x})$ and the formula for $Z$ give

$$x\simeq\frac{P^2}{4\alpha F^2},\qquad Z\simeq\frac{4\sqrt\alpha\,x^{3/2}}{P}=\frac{P^2}{2\alpha F^3}.$$

Both scale as $b^4$, so the state becomes faint and hugs the edge as the coupling falls. At nonzero temperature the same divergence, with opposite sign, occurs below the lower edge of the difference band.

The decay products have finite lifetimes too. I represent this by $\Pi(\omega)\to\Pi(\omega+i\eta)$, where $\eta$ is the sum of the half-widths of the two phonons, taken as the same for all pairs. The sum is the damping of the pair only if the two phonons are broadened independently. This keeps the response causal and leaves the three moments unchanged, but it rounds the band edges.

For numbers, take masses 6.94 u and 19.00 u, $\Omega=0.0380$ eV and $b=3.00$ per angstrom, for which $\hbar^2b^2/\mu=0.00740$ eV. At the zone boundary the phonon energies are 0.01966 and 0.03252 eV. Their sum, 0.0522 eV, is the top of the sum band, and their difference, 0.0129 eV, is the bottom of the difference band.

At 4 K, with $\eta=0.00020$ eV as an input, the main maximum lies at 0.0370 eV with pole strength 0.902. A satellite stands at 0.0523 eV. The second moment accounts for the missing strength. Treated as sharp, the main line contributes $0.902\,(0.03697/0.0380)^2=0.854$ to the mean square in units of $\Omega^2$. The remaining strength, 0.098, must supply 0.146, so its root-mean-square energy is $0.0380\sqrt{0.146/0.098}\simeq0.046$ eV, well above $\Omega$. Direct integration finds strength 0.103 above $\Omega$.

The undamped split-off state lies 0.00011 eV above the band edge with strength 0.0155. The weak-coupling formulas, with $P=1.23\times10^{-7}$ eV$^4$, $\alpha=1.60\times10^{-4}$ eV$^2$ and $F=1.28\times10^{-3}$ eV$^2$, give 0.00014 eV and 0.023. They have the right size but keep only the singular part of $\Pi$.

How badly must one Lorentzian fail here? Let $L$ be any single-peaked curve whose greatest error is $\epsilon$. Let $S$ have a valley of height $v$ between two maxima, the lower of height $h$. At the valley $L$ is no smaller than the lesser of its values at the two maxima, hence at least $h-\epsilon$; it is also at most $v+\epsilon$. Therefore

$$\epsilon\ge\frac{h-v}2=\frac{28.09-4.64}{2}\ \text{eV}^{-1}\simeq11.7\ \text{eV}^{-1}.$$

This is 42% of the satellite's height but only 0.1% of the main peak's, 11300 eV$^{-1}$. A least-squares fit can therefore follow the main peak closely and still miss the satellite. Both peak heights depend on the input $\eta$ and grow as it is reduced. The fitted Lorentzian has area 0.903, so about a tenth of the strength is absent from it. The main line is nearly symmetric: $-\operatorname{Im}R/\operatorname{Re}R=0.016$, which makes the pole contribution to $-\operatorname{Im}D$ 1.6% larger at $E+G$, and 1.6% smaller at $E-G$, than the symmetric part alone.

At 300 K the result depends on the damping of the decay products. With $\eta$ held at 0.00020 eV there are three maxima, at 0.0129, 0.0351 and 0.0527 eV. The chain's own cubic coupling, however, gives its zone-boundary phonons half-widths of 0.00087 and 0.00208 eV, computed at lowest order with a damping of 0.00020 eV for the pairs they couple to. With their sum, $\eta=0.0029$ eV, and everything else unchanged, only the maximum at 0.0355 eV stands out. The lower satellite is gone, and the upper one is reduced to an almost flat shoulder near 0.051 eV, which rises by less than 0.1 eV$^{-1}$ on a height of about 12 eV$^{-1}$. The plain sum, about fifteen times the input, is only a rough guide, because the two widths are not independent. Most of each comes from long-wave acoustic phonons. A slow stretch $\Delta$ of the bonds shifts a frequency by $-\omega b\Delta/2$, which gives a half-width $(\omega b/2)^2k_BT/(4Kc)$, with $c$ the sound speed in cells per unit time: 0.00076 and 0.00208 eV at the zone boundary. The same stretch acts on both phonons of a pair, so this part of the pair damping scales as $(\omega_o\pm\omega_a)^2$, about 0.0054 eV at the top of the sum band but only 0.0003 eV at the bottom of the difference band. The sharp upper satellite at 300 K therefore comes from too small an input, while the loss of the lower one is not established: with a damping near 0.0004 eV for the difference pairs a weak maximum remains at 0.0131 eV. At 4 K the sum of the half-widths is 0.00006 eV, or 0.00004 eV when computed with a tenfold smaller pair damping. Either is below the input value, so there the input does not sharpen the satellite artificially.

The loss of distinct satellites does not restore the Lorentzian. In the more strongly damped 300 K spectrum the midpoint between the two sides of the line is 0.0357 eV at half height and 0.0402 eV at one tenth. For a Lorentzian the two would coincide; their separation is 1.6 times the fitted half-width, 0.0028 eV. Much of this comes from the shoulder, whose top lies just above one tenth of the peak: the midpoint is 0.0364 eV at one fifth of the height and 0.0379 eV at 0.11 of it. The fit covers 0 to 0.12 eV. Over that range, half the integrated absolute difference between spectrum and fit is 0.10, relative to a total strength of one. The fitted area is 1.04, or 1.015 if only positive frequencies are counted, which is still more strength than the mode possesses. This excess depends on the range fitted: fits confined to between 0.002 and 0.01 eV on either side of the peak give areas of 1.01 to 1.03.

Reducing $b$ tenfold at 300 K, with $\eta=0.00020$ eV held fixed, lowers this misfit from 0.12 to 0.004. Weak satellites remain, the stronger at 0.0521 eV. The Lorentzian is then a good account of nearly all the strength, though not of every feature.

The peak position needs more than the cubic self-energy. At $\omega=\Omega$ the denominators in $\Pi$ become $\mp2\omega_a\omega_o$, and

$$\operatorname{Re}\Pi(\Omega)=-\frac{b^2}{4\mu}\big\langle\omega_a(1+2n_a)+\omega_o(1+2n_o)\big\rangle_q=-\frac{\Omega^2b^2}{2}\langle\Delta^2\rangle .$$

The last step uses the equality of mean kinetic and potential energies: the bracket is four times the potential energy per cell, $K\langle\Delta^2\rangle$, where $\Delta$ is a bond stretch. For a Morse bond, $\phi\propto(1-e^{-a\Delta})^2$, the derivatives are $\phi'''=-3aK$ and $\phi''''=7a^2K$, so $b=3a$. The quartic term changes the mean stiffness by $\phi''''\langle\Delta^2\rangle/2$, a relative change $+7b^2\langle\Delta^2\rangle/18$. If the chain may expand, zero mean force requires an extension $b\langle\Delta^2\rangle/2$ per bond, which changes the stiffness by a further $-b^2\langle\Delta^2\rangle/2$. At 300 K the rms stretch is 0.179 angstrom, and these shifts of $\Omega^2$ are $-14\%$ (cubic self-energy), $+11\%$ (quartic) and $-14\%$ (expansion). Each omitted term is comparable in size with the one kept, so the line positions illustrate the mechanism and do not predict a measured frequency. The expansion in $b$ is itself marginal at 300 K: the cubic bond loses its stiffness at a stretch $1/b=0.33$ angstrom, less than twice the rms value, and its barrier $2K/3b^2=0.065$ eV is only $2.5\,k_BT$.

The masses are those of lithium and fluorine. The optical energy and a bond length $r$ of 2.0 angstrom are rough values for LiF, a wide-gap dielectric. The constant $b$ is a choice. It gives the chain a Grüneisen number $-d\ln\Omega/d\ln r=br/2=3$, defined with respect to length; with respect to the volume of a cubic crystal the same bond softening would give 1, a typical order of magnitude for solids. The real crystal breaks two assumptions badly. It is three-dimensional, so its pair density, and hence the sharp split-off state, need not resemble the chain's. It is also ionic. With one polar mode, $\varepsilon(\omega)=\varepsilon_\infty+(\varepsilon_0-\varepsilon_\infty)\Omega^2/(\Omega^2-\omega^2)$, and a longitudinal wave needs $\varepsilon=0$, which gives $\omega=\Omega\sqrt{\varepsilon_0/\varepsilon_\infty}$. For rough permittivities 9.0 and 1.9 this is 0.083 eV, more than twice the 0.038 eV of the chain, and it would rearrange the pair bands. Before a fitted width is used as a scattering rate in such a material, the fitted area, the symmetry of the line and the strength outside it should be examined at the temperature of use. These checks are necessary but not sufficient. In the chain at 300 K nearly all the width of the main line comes from long-wave acoustic phonons: the strain formula with $\omega=\Omega$ gives 0.0028 eV, and 0.000028 eV for $b/10$, the fitted values. Such scattering barely changes the wave number of the optical phonon, so even the width of a good Lorentzian need not be the rate at which a heat current relaxes. The numerical output lists the remaining values.

## Calculated quantities

```
Bare optical energy Omega: 0.0380 eV
Masses light, heavy, reduced: 6.94, 19.00, 5.083 u
Cubic constant b: 3.00 1/angstrom
Bond length: 2.00 angstrom
Grueneisen number b*r/2: 3.00
Spring constant K: 0.8780 eV/angstrom^2
Coupling energy hbar^2 b^2/mu: 0.00740 eV
Input pair half-width: 0.00020 eV
Zone-boundary acoustic, optical: 0.01966, 0.03252 eV
Pair band edges, difference, sum: 0.01287, 0.05218 eV
C/Omega^4 at 4 K: 0.0357
4 K moments 0, 2, 4 (units of Omega): 1.0000, 1.0000, 1.0356
4 K undamped split-off state: 0.05229 eV
  height above band edge: 0.000108 eV, strength 0.0155
4 K main pole energy, half-width: 0.03697, 0.0000254 eV
  pole strength Re(2 z R): 0.9022
  asymmetry -Im R/Re R: 0.01602
4 K main maximum: 0.03697 eV, S = 11310.4 1/eV
4 K valley: 0.04648 eV, S = 4.639 1/eV
4 K satellite: 0.05228 eV, S = 28.086 1/eV
4 K least error of any single-peaked curve: 11.723 1/eV
4 K strength above Omega: 0.1028
[4 K] maxima: 0.03697, 0.05228 eV
  Lorentzian area 0.9032, centre 0.03697 eV, half-width 0.000025 eV
  half the integrated absolute misfit: 0.0651
[300 K, input width] maxima: 0.01292, 0.03514, 0.05268 eV
  Lorentzian area 1.0117, centre 0.03533 eV, half-width 0.002705 eV
  half the integrated absolute misfit: 0.1175
[300 K, chain width] maxima: 0.03551 eV
  Lorentzian area 1.0408, centre 0.03572 eV, half-width 0.002785 eV
  half the integrated absolute misfit: 0.1002
[300 K, b/10] maxima: 0.03797, 0.05206 eV
  Lorentzian area 0.9999, centre 0.03797 eV, half-width 0.000028 eV
  half the integrated absolute misfit: 0.0036
300 K, chain width, chord midpoint at 1/2: 0.03571 eV
300 K, chain width, chord midpoint at 1/10: 0.04020 eV
4 K zone-boundary half-widths ac, opt: 0.000018, 0.000039 eV
4 K rms bond stretch: 0.1161 angstrom
  shifts of Omega^2, relative: bubble -0.0607, quartic 0.0472, expansion -0.0607
300 K zone-boundary half-widths ac, opt: 0.000871, 0.002076 eV
300 K rms bond stretch: 0.1789 angstrom
  shifts of Omega^2, relative: bubble -0.1441, quartic 0.1121, expansion -0.1441
Rough permittivities, static, optical: 9.0, 1.9
Longitudinal energy left out: 0.0827 eV
Three-mode test errors, shift and satellite: 0.00666, 0.01330
```
